**Conductance correlation of a chaotic cavity: random map and random Hamiltonian**

The program examines the large-$N$ result $\langle\delta g(E)\delta g(E+\omega)\rangle=(N_1N_2/N^2)^2/[1+(\omega/\Gamma)^2]$ with $\Gamma=N\delta/2\pi$. Here $g$ is the conductance per spin in units of $e^2/h$, $N=N_1+N_2$ is the number of ideally coupled channels, and $\delta$ is the mean level spacing; time-reversal symmetry is broken. It asserts that the fast formulas for the scattering matrix agree with the defining matrix inverses, that the winding number of $\det S$ equals the number of levels, and that a Haar trace identity and a variance bound hold on small matrices. For the random map it asserts, within sampling error, the finite-$N$ identity linking the conductance covariance to $\langle|\mathrm{tr}S^\dagger S'|^2\rangle$, and the large-$N$ formulas within stated tolerances. For the Gaussian unitary ensemble it asserts the level spacing, the ladder result for the mean trace, and the Lorentzian conductance covariance, with an allowance for the finite ratio of channels to levels. The output shows covariances of 0.059, 0.031, 0.011 and 0.005 for the Hamiltonian model at shifts of 0, 1, 2 and 3 escape widths, against 0.058, 0.029, 0.012 and 0.006 from the Lorentzian. The map's variance at zero shift lies about three standard errors above the identity, inside the asserted limit of 4.5. With one channel per lead the normalized correlation at one escape width is 0.60 instead of 0.50, so the Lorentzian shape does not extend to few channels.

## Program and output

```python
# Result under test: for a chaotic cavity without time-reversal symmetry and
# with N = N1 + N2 ideally coupled channels, N >> 1,
#   <dg(E) dg(E+w)> = (N1 N2 / N^2)^2 / (1 + (w/Gamma)^2),
#   Gamma = N delta / (2 pi),   delta = mean level spacing,
# where g is the conductance per spin in units of e^2/h.
# Two independent models are simulated:
#   random map:  S = z P F (1 - z R F)^-1 P^T, F Haar unitary of size M,
#                z = exp(i phase), P selects N channels, R = 1 - P^T P;
#   Hamiltonian: S = 1 - 2 i P (E - H + i P^T P)^-1 P^T, H from the Gaussian
#                unitary ensemble, <|H_ij|^2> = 1/M (energy unit lambda = 1).
# tau(w) = <|tr S(E)^dagger S(E+w)|^2> enters an exact identity for any N.
import numpy as np
from scipy import constants as const

rng = np.random.default_rng(2718)


def complex_normal(*shape):
    return (rng.normal(size=shape) + 1j * rng.normal(size=shape)) / np.sqrt(2)


def haar(count, size):
    q, r = np.linalg.qr(complex_normal(count, size, size))
    d = np.diagonal(r, axis1=1, axis2=2)
    return q * (d / abs(d))[:, None, :]


def dagger(a):
    return np.conj(np.swapaxes(a, -1, -2))


def trace(a):
    return np.trace(a, axis1=-2, axis2=-1)


def map_scattering(F, n, phases):
    """S of the random map at many phases, from the eigenvectors of F."""
    f, V = np.linalg.eig(F)
    zf = np.exp(1j * phases)[:, None] * f
    Vc = V[:n]
    q = ((zf / (1 - zf))[:, None, :] * Vc) @ Vc.conj().T
    return np.eye(n) - np.linalg.inv(np.eye(n) + q)


def hamiltonian_scattering(levels, V, n, energies):
    """S of the Hamiltonian model from levels and eigenvectors of H."""
    Vc = V[:n]
    k = ((1 / (energies[:, None] - levels))[:, None, :] * Vc) @ Vc.conj().T
    return 2 * np.linalg.inv(np.eye(n) + 1j * k) - np.eye(n)


def pairs(K, lag, periodic):
    first = np.arange(K if periodic else K - lag)
    return first, (first + lag) % K


def sample_statistics(S, n1, lags, periodic):
    """Conductance on the grid; mean trace and mean |trace|^2 per lag."""
    g = np.sum(abs(S[:, n1:, :n1]) ** 2, axis=(1, 2))
    t1, t2 = [], []
    for lag in lags:
        i, j = pairs(len(S), lag, periodic)
        t = np.sum(S[i].conj() * S[j], axis=(1, 2))
        t1.append(t.mean())
        t2.append(np.mean(abs(t) ** 2))
    return g, t1, t2


def covariances(dg, lags, periodic):
    out = []
    for lag in lags:
        i, j = pairs(dg.shape[1], lag, periodic)
        out.append(np.mean(dg[:, i] * dg[:, j], axis=1))
    return np.array(out).T


def standard_error(a):
    return np.std(a, axis=0) / np.sqrt(len(a))


lags = [0, 2, 4, 6]

# ---- closed forms of S against the defining matrix inverses ----
M0, n0 = 24, 4
F0 = haar(1, M0)[0]
Pi0 = np.diag((np.arange(M0) < n0).astype(float))
R0 = np.eye(M0) - Pi0
z0 = np.exp(0.37j)
direct = (z0 * F0 @ np.linalg.inv(np.eye(M0) - z0 * R0 @ F0))[:n0, :n0]
assert np.allclose(direct, map_scattering(F0, n0, np.array([0.37]))[0],
                   atol=1e-8)
A0 = complex_normal(M0, M0)
H0 = (A0 + A0.conj().T) / np.sqrt(2 * M0)
G0 = np.linalg.inv(0.11 * np.eye(M0) - H0 + 1j * Pi0)
direct = np.eye(n0) - 2j * G0[:n0, :n0]
lev0, vec0 = np.linalg.eigh(H0)
assert np.allclose(direct, hamiltonian_scattering(
    lev0, vec0, n0, np.array([0.11]))[0], atol=1e-8)
assert np.allclose(direct @ direct.conj().T, np.eye(n0), atol=1e-9)

# ---- mean dwell time: winding number of det S over one phase period ----
fine = 2 * np.pi * np.arange(8000) / 8000 + 1e-5
det = np.linalg.det(map_scattering(F0, n0, fine))
winding = np.sum(np.angle(np.roll(det, -1) / det)) / (2 * np.pi)
assert abs(winding - M0) < 1e-6

# ---- Haar trace identity and variance bound, small matrices ----
m, n, count = 6, 2, 30000
F = haar(count, m)
Pi = np.diag((np.arange(m) < n).astype(float))
R = np.eye(m) - Pi
za, zb = 0.7 * np.exp(-0.5j), 0.7
La = np.linalg.inv(np.eye(m) - za * F @ R)
Lb = np.linalg.inv(np.eye(m) - zb * F @ R)
Y = Lb @ F @ Pi @ dagger(La @ F)
left = trace(R @ Lb) * trace(Y)
right = trace(dagger(La)) * trace(R @ Y)
loop_error = standard_error(left - right)
assert abs(np.mean(left - right)) < 4.5 * loop_error
assert loop_error < 0.03 * abs(np.mean(left))
Fd = dagger(F)
D = F @ R @ F @ Pi @ Fd @ R @ Fd
word = trace(Pi @ D).real
B = F @ Pi @ Fd @ R @ Fd @ Pi @ F @ R
gradient = D @ Pi - Pi @ D + B - dagger(B)
word_variance = np.var(word)
word_bound = np.mean(np.sum(abs(gradient) ** 2, axis=(1, 2))) / m
assert word_variance < word_bound


# ---- random map: many channels and one channel per lead ----
def run_map(n1, n2, M, count):
    n = n1 + n2
    p = n / M
    K = int(round(4 * np.pi / p))
    phases = 2 * np.pi * np.arange(K) / K + 0.01234
    g, t1, t2, widths = [], [], [], []
    for F in haar(count, M):
        a, b, c = sample_statistics(map_scattering(F, n, phases), n1,
                                    lags, True)
        g.append(a)
        t1.append(b)
        t2.append(c)
        # sum of resonance widths = -2 ln|det of the closed-off block|
        widths.append(-2 * np.linalg.slogdet(F[n:, n:])[1] / (M - n))
    g, t1, t2 = np.array(g), np.array(t1), np.array(t2)
    cov = covariances(g - n1 * n2 / n, lags, True)
    identity = (n1 * n2 / n) ** 2 * (t2 - 1) / (n * n - 1) ** 2
    diff = cov - identity
    assert np.all(abs(diff.mean(0)) < 4.5 * standard_error(diff) + 1e-12)
    w = 2 * np.pi * np.array(lags) / K
    return dict(n=n, p=p, w=w, cov=cov.mean(0), err=standard_error(cov),
                t1=t1.mean(0) / n, tau=t2.mean(0),
                tau_err=standard_error(t2), identity=identity.mean(0),
                width=np.mean(widths) / p,
                trvar=t2.mean(0) - abs(t1.mean(0)) ** 2)


N1, N2 = 4, 6
N = N1 + N2
var_large_N = (N1 * N2 / N ** 2) ** 2
many = run_map(N1, N2, 80, 350)
few = run_map(1, 1, 40, 600)
y = np.exp(1j * many["w"])
map_trace = many["p"] * y / (1 - (1 - many["p"]) * y)
# corrections of relative order 1/N^2 and sampling noise set the tolerances
assert np.all(abs(many["t1"] - map_trace) < 0.03)
map_prediction = var_large_N * abs(map_trace) ** 2
assert np.all(abs(many["cov"] - map_prediction)
              < 4.5 * many["err"] + 0.03 * var_large_N)
assert many["trvar"][1] < 3
assert many["trvar"][1] / N ** 2 < few["trvar"][1] / 4 / 4
assert many["width"] > 1.5


# ---- Hamiltonian approach: self-energy and ladder ----
def self_energy(E, p):
    s = -1j
    for _ in range(300):
        s = 0.5 * (s + (1 - p) / (E - s) + p / (E - s + 1j))
    return s


def ladder_trace(w, p):
    """<tr S(-w/2)^dagger S(w/2)>/N in the ladder approximation."""
    s1, s2 = self_energy(-w / 2, p), self_energy(w / 2, p)
    c1, c2 = 1 / (-w / 2 - s1 + 1j), 1 / (w / 2 - s2 + 1j)
    a = c2 * np.conj(c1)
    b = 1 / ((w / 2 - s2) * np.conj(-w / 2 - s1))
    connected = 4 * p * a ** 2 / (1 - (1 - p) * b - p * a)
    return connected + np.conj(1 - 2j * c1) * (1 - 2j * c2)


assert abs(ladder_trace(0.0, 0.07) - 1) < 1e-8
for x in (0.5, 1.0, 3.0):
    assert abs(ladder_trace(x * 0.0005, 0.001) - 1 / (1 - 1j * x)) < 5e-3

# ---- Hamiltonian approach: direct simulation ----
MH, samples = 140, 400
delta_H = np.pi / MH
gamma_H = N * delta_H / (2 * np.pi)
energies = np.arange(-0.3, 0.3, gamma_H / 2)
gH, tH, counts = [], [], []
for _ in range(samples):
    A = complex_normal(MH, MH)
    levels, V = np.linalg.eigh((A + A.conj().T) / np.sqrt(2 * MH))
    counts.append(np.sum(abs(levels) < 0.3))
    S = hamiltonian_scattering(levels, V, N, energies)
    a, b, _unused = sample_statistics(S, N1, lags, False)
    gH.append(a)
    tH.append(b)
gH = np.array(gH)
tH = np.mean(tH, axis=0) / N
spacing_measured = 0.6 / np.mean(counts)
assert abs(spacing_measured / delta_H - 1) < 0.02
covH = covariances(gH - gH.mean(0), lags, False)
errH = standard_error(covH)
covH = covH.mean(0)
xH = np.array(lags) / 2
lorentz = 1 / (1 + xH ** 2)
ladder = np.array([ladder_trace(x * gamma_H, N / MH) for x in xH])
assert np.all(abs(tH - ladder) < 0.03)
# the finite ratio N/M = 0.07 shifts the width by a few per cent
assert np.all(abs(covH - var_large_N * lorentz)
              < 4.5 * errH + 0.05 * var_large_N)

# ---- worked example ----
delta = 10.0                                    # micro-eV
gamma = N * delta / (2 * np.pi)
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
dwell = const.hbar / (gamma * 1e-6 * const.e)
shift = 20.0                                    # micro-eV

print(f"channels N1, N2, N: {N1}, {N2}, {N}")
print(f"model level spacing delta: {delta:.1f} micro-eV")
print(f"escape width Gamma: {gamma:.3f} micro-eV")
print(f"escape width Gamma: {gamma * 1e-6 / hartree_eV:.4e} hartree")
print(f"mean dwell time hbar/Gamma: {dwell * 1e12:.2f} ps")
print(f"full width at half maximum 2 Gamma: {2 * gamma:.3f} micro-eV")
print(f"mean conductance N1 N2/N: {N1 * N2 / N:.3f} e^2/h per spin")
print(f"variance, large N: {var_large_N:.5f} (e^2/h)^2")
print(f"variance, exact N: {var_large_N * N**2 / (N**2 - 1):.5f} (e^2/h)^2")
print(f"rms fluctuation, large N: {np.sqrt(var_large_N):.4f} e^2/h")
print(f"Gaussian rule without unitarity: {N1*N2/N**2:.4f} (e^2/h)^2")
print(f"energy shift: {shift:.1f} micro-eV")
print(f"normalized correlation there: {1/(1+(shift/gamma)**2):.4f}")
print(f"winding of det S: {winding:.6f} for M = {M0}, N = {n0}")
print(f"Haar trace identity, left:  {np.mean(left):.3f}")
print(f"Haar trace identity, right: {np.mean(right):.3f}")
print(f"standard error of difference: {loop_error:.3f}")
print(f"trace variance and bound: {word_variance:.4f}, {word_bound:.4f}")
print(f"MAP: M = 80, N = 10, p = {many['p']:.3f}, 350 matrices")
print("w/Gamma, covariance, std error, identity, large-N map formula:")
for i in range(4):
    print(f"  {many['w'][i]/many['p']:.3f} {many['cov'][i]:.5f} "
          f"{many['err'][i]:.5f} {many['identity'][i]:.5f} "
          f"{map_prediction[i]:.5f}")
print(f"variance of tr S^dag S' near w = Gamma: {many['trvar'][1]:.3f}")
print(f"the same for N = 2: {few['trvar'][1]:.3f}")
print(f"mean resonance width / Gamma: {many['width']:.3f}")
print(f"HAMILTONIAN: M = {MH}, N = {N}, {samples} matrices")
print(f"level spacing, counted: {spacing_measured:.5f} lambda")
print(f"level spacing, pi/M: {delta_H:.5f} lambda")
print(f"escape width: {gamma_H:.5f} lambda")
print("w/Gamma, covariance, std error, large-N Lorentzian:")
for i in range(4):
    print(f"  {xH[i]:.1f} {covH[i]:.5f} {errH[i]:.5f} "
          f"{var_large_N * lorentz[i]:.5f}")
print("w/Gamma, |<tr S^dag S'>|/N simulated, ladder, universal:")
for i in range(4):
    print(f"  {xH[i]:.1f} {abs(tH[i]):.4f} {abs(ladder[i]):.4f} "
          f"{np.sqrt(lorentz[i]):.4f}")
print("ONE CHANNEL PER LEAD (map, M = 40, 600 matrices)")
print("w/Gamma, normalized correlation from tau, std error, Lorentzian:")
for i in range(4):
    x = few["w"][i] / few["p"]
    print(f"  {x:.3f} {(few['tau'][i] - 1) / 3:.4f} "
          f"{few['tau_err'][i] / 3:.4f} {1 / (1 + x * x):.4f}")
print("every check passed")
```

Printed output:

```
channels N1, N2, N: 4, 6, 10
model level spacing delta: 10.0 micro-eV
escape width Gamma: 15.915 micro-eV
escape width Gamma: 5.8488e-07 hartree
mean dwell time hbar/Gamma: 41.36 ps
full width at half maximum 2 Gamma: 31.831 micro-eV
mean conductance N1 N2/N: 2.400 e^2/h per spin
variance, large N: 0.05760 (e^2/h)^2
variance, exact N: 0.05818 (e^2/h)^2
rms fluctuation, large N: 0.2400 e^2/h
Gaussian rule without unitarity: 0.2400 (e^2/h)^2
energy shift: 20.0 micro-eV
normalized correlation there: 0.3877
winding of det S: 24.000000 for M = 24, N = 4
Haar trace identity, left:  10.690+2.386j
Haar trace identity, right: 10.697+2.386j
standard error of difference: 0.019
trace variance and bound: 0.0452, 0.1346
MAP: M = 80, N = 10, p = 0.125, 350 matrices
w/Gamma, covariance, std error, identity, large-N map formula:
  0.000 0.06054 0.00080 0.05818 0.05760
  0.995 0.03288 0.00070 0.03150 0.03087
  1.991 0.01346 0.00064 0.01318 0.01294
  2.986 0.00667 0.00061 0.00674 0.00661
variance of tr S^dag S' near w = Gamma: 0.701
the same for N = 2: 0.575
mean resonance width / Gamma: 3.389
HAMILTONIAN: M = 140, N = 10, 400 matrices
level spacing, counted: 0.02250 lambda
level spacing, pi/M: 0.02244 lambda
escape width: 0.03571 lambda
w/Gamma, covariance, std error, large-N Lorentzian:
  0.0 0.05929 0.00139 0.05760
  1.0 0.03064 0.00125 0.02880
  2.0 0.01109 0.00116 0.01152
  3.0 0.00489 0.00109 0.00576
w/Gamma, |<tr S^dag S'>|/N simulated, ladder, universal:
  0.0 1.0000 1.0000 1.0000
  1.0 0.7189 0.7169 0.7071
  2.0 0.4581 0.4573 0.4472
  3.0 0.3251 0.3245 0.3162
ONE CHANNEL PER LEAD (map, M = 40, 600 matrices)
w/Gamma, normalized correlation from tau, std error, Lorentzian:
  0.000 1.0000 0.0000 1.0000
  1.001 0.6025 0.0011 0.4993
  2.003 0.2718 0.0019 0.1996
  3.004 0.1319 0.0020 0.0998
every check passed
```
